# Why Liquid Structure Can Lengthen the Elastic Path of Slow Electrons

A simulation of slow secondary electrons in a liquid needs an elastic step length. One choice is $1/(n\sigma_1)$, with $n$ the number density and $\sigma_1$ the cross-section of one molecule. The other multiplies the scattering rate by a factor taken from the liquid's structure. For the thermal electrons treated below, the two choices give 7 nm and 99 nm with the same molecular amplitude. For a fixed total path much longer than either step, the root-mean-square displacement grows as the square root of the step length, so the second choice carries a simulated electron nearly four times farther.

The first choice assumes that waves scattered by different molecules have unrelated phases. When the electron wavelength spans many molecules, and the molecules are packed so tightly that their density hardly fluctuates, that assumption fails.

## Adding the scattered waves

Let an electron of wavevector $\mathbf k$ leave with wavevector $\mathbf k'$, where $|\mathbf k'|=|\mathbf k|=k$. The molecules are treated as fixed during the encounter. Molecule $j$, at $\mathbf r_j$, receives the phase $e^{i\mathbf k\cdot\mathbf r_j}$ and sends its wave out with the phase $e^{-i\mathbf k'\cdot\mathbf r_j}$. With $\mathbf q=\mathbf k'-\mathbf k$, the total amplitude in single scattering is

$$F(\mathbf q)=\sum_{j=1}^{N} f_j\,e^{-i\mathbf q\cdot\mathbf r_j},\qquad q^2=2k^2(1-\cos\theta),$$

so $q=2k\sin(\theta/2)$, with $\theta$ the scattering angle.

Slow electrons scatter nearly isotropically from a short-range potential. Write $f_j=-a(1+\xi_j)$, where $a$ is the mean scattering length. The real numbers $\xi_j$ describe differences between scatterers, for example between species in a mixture. Orientation is a weak source at long waves: for a short-range potential the $q\to0$ amplitude does not depend on orientation, so its share of the spread vanishes as $k\to0$. Only long-range dipole or quadrupole fields escape this. They have zero mean and variance $d^2$, and are independent of each other and of the positions. Then $\langle(1+\xi_j)(1+\xi_l)\rangle=1+d^2\delta_{jl}$, and

$$\frac{\langle|F|^2\rangle}{N}=\frac{a^2}{N}\sum_{j,l}(1+d^2\delta_{jl})\langle e^{-i\mathbf q\cdot(\mathbf r_j-\mathbf r_l)}\rangle=a^2[S(q)+d^2],$$

$$S(q)=\frac1N\Big\langle\Big|\sum_j e^{-i\mathbf q\cdot\mathbf r_j}\Big|^2\Big\rangle .$$

The scattering probability per unit length is the cross-section per unit volume. With $u=\cos\theta$ and $d\Omega=2\pi\,du$,

$$\frac1{\Lambda_{\rm el}}=na^2\!\int(S+d^2)\,d\Omega=4\pi na^2\left(\langle S\rangle_{\rm el}+d^2\right),\qquad \langle S\rangle_{\rm el}=\frac12\int_{-1}^{1}S\,du .$$

For independent positions the terms with $j\ne l$ average to zero at $q\ne0$, so $S=1$. This gives $1/\Lambda_{\rm ind}=4\pi na^2(1+d^2)$, and the gain in path is

$$\frac{\Lambda_{\rm el}}{\Lambda_{\rm ind}}=\frac{1+d^2}{\langle S\rangle_{\rm el}+d^2}.$$

The amplitude is held fixed in this ratio. Structure suppresses the coherent term $S$ and leaves the incoherent term $d^2$ untouched.

At $q=0$ all waves add in phase. This forward wave is not a collision: it shifts the electron's energy. In the Born approximation $f=-(m/2\pi\hbar^2)\int U\,d^3r$, with $m$ the electron mass and $U$ the potential of one molecule. Setting $f=-a$ gives $\int U\,d^3r=2\pi\hbar^2a/m$, and the mean potential is

$$V_0=\frac{2\pi\hbar^2na}{m}.$$

The wavenumber $k$ and the energy $E=\hbar^2k^2/2m$ are measured from this level. A uniform medium shifts the wave but does not deflect it; deflection needs density fluctuations or differences between molecules.

## Long waves measure compressibility

Let $g(r)$ be the pair distribution and $h=g-1$. The pairs with $j\neq l$ contribute $n\int g\,e^{-i\mathbf q\cdot\mathbf r}d^3r$ per molecule. The constant part of $g$ integrates to zero for $q\ne0$, so

$$S(q)=1+n\int h(r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r .$$

Now count molecules in a large open volume. The same pair distribution gives

$$\langle N^2\rangle-\langle N\rangle^2=\langle N\rangle\left(1+n\int h\,d^3r\right).$$

Hence the limit $S(0)$, taken as $q\to0$, is the number variance divided by the mean number.

In the grand-canonical ensemble, with chemical potential $\mu$, the variance is $k_BT\,\partial\langle N\rangle/\partial\mu$ at fixed temperature and volume. Since $\partial P/\partial\mu=n$ and the isothermal compressibility is $\kappa_T=n^{-1}\partial n/\partial P$, the chain rule gives $\partial n/\partial\mu=n^2\kappa_T$. Therefore

$$S(0)=\frac{k_BT}{n}\frac{\partial n}{\partial\mu}=nk_BT\kappa_T .$$

An ideal gas has $\kappa_T=1/(nk_BT)$ and $S(0)=1$. A dense liquid resists compression, so a large region holds nearly the same number of molecules at all times. The scattered waves from neighbouring regions then nearly cancel.

## A solvable liquid: hard spheres

Spheres of diameter $\sigma$ and packing fraction $\eta=\pi n\sigma^3/6$ give an explicit $S(q)$. Define the direct correlation function $c$ through $S=1/(1-n\tilde c)$, where the tilde denotes the Fourier transform. The Percus–Yevick approximation sets $c=0$ for $r>\sigma$; the spheres require $h=-1$ for $r<\sigma$.

Because $1-n\tilde c=1/S$ is positive and $c$ has finite range, it can be factored as $\hat Q(q)\hat Q(-q)$, with

$$\hat Q(q)=1-2\pi n\int_0^\sigma Q(r)e^{iqr}\,dr$$

free of zeros in the upper half of the complex $q$ plane. This is the Wiener–Hopf factorization. Let $K(r)=\int_r^\infty t\,h(t)\,dt$. Integration by parts gives $\tilde h(q)=2\pi\int_{-\infty}^{\infty}K(|r|)e^{iqr}dr$.

The identity $\hat Q(q)[1+n\tilde h(q)]=1/\hat Q(-q)$ has a right side analytic in the lower half-plane. Apart from the constant 1, its inverse transform vanishes for $r>0$. So for $r>0$

$$K(r)=Q(r)+2\pi n\int_0^\sigma Q(t)K(|r-t|)\,dt .$$

$K$ is continuous, hence so is $Q$, and $Q(\sigma)=0$. Differentiate, using $K'(r)=-rh(r)$:

$$rh(r)=-Q'(r)+2\pi n\int_0^\sigma Q(t)(r-t)h(|r-t|)\,dt .$$

For $0<r<\sigma$ every $h$ here equals $-1$, so $Q'=Ar+B$, with

$$A=1-2\pi n\int_0^\sigma Q\,dt,\qquad B=2\pi n\int_0^\sigma tQ\,dt .$$

Integrating with $Q(\sigma)=0$ gives $Q=A(r^2-\sigma^2)/2+B(r-\sigma)$. Its two moments are

$$\int_0^\sigma Q\,dt=-\frac{A\sigma^3}{3}-\frac{B\sigma^2}{2},\qquad \int_0^\sigma tQ\,dt=-\frac{A\sigma^4}{8}-\frac{B\sigma^3}{6}.$$

Since $2\pi n\sigma^3=12\eta$, the definitions of $A$ and $B$ become

$$A=1+4\eta A+6\eta\frac B\sigma,\qquad \frac B\sigma=-\frac32\eta A-2\eta\frac B\sigma .$$

The second gives $B/\sigma=-3\eta A/[2(1+2\eta)]$. Inserted in the first, it yields $A[(1-4\eta)(1+2\eta)+9\eta^2]=1+2\eta$. The bracket equals $(1-\eta)^2$, so $A=(1+2\eta)/(1-\eta)^2$. Now $S(q)=1/|\hat Q(q)|^2$ is known at every $q$. Because $\hat Q(0)=A$,

$$S(0)=\frac{(1-\eta)^4}{(1+2\eta)^2}.$$

It falls from 1 in the dilute limit to a few per cent at liquid packing.

## A 7 nm path becomes 99 nm

Take rough values for a liquid of compact molecules such as tetramethylsilane near room temperature: $n=4.4\ \mathrm{nm^{-3}}$, $\sigma=0.57$ nm and $T=295$ K. The amplitude is a round model choice: $a=-0.05$ nm and $d=0.2$. The spread is illustrative and is not derived for this liquid. Tetrahedral or linear molecules built from point scatterers with 0.25 nm arms give an orientational $d^2$ of only about $10^{-6}$ to $10^{-3}$ at $k=1\ \mathrm{nm^{-1}}$, far below 0.04. Then $\eta=0.4267$ and

$$S(0)=\frac{(0.5733)^4}{(1.853)^2}=0.0315 .$$

The matching compressibility, $S(0)/(nk_BT)$, is $1.76\ \mathrm{GPa^{-1}}$. Both values depend steeply on the rough diameter: $\sigma=0.55$ nm would give $S(0)=0.046$ and $2.6\ \mathrm{GPa^{-1}}$, and would shorten the structured path found below by about a sixth.

The coherent cross-section is $4\pi a^2=0.03142\ \mathrm{nm^2}$. For independent molecules

$$\Lambda_{\rm ind}=\frac1{4.4\times0.03142\times1.04}\ \mathrm{nm}=7.0\ \mathrm{nm}.$$

At the mean thermal energy $3k_BT/2=38$ meV, $k=1.00\ \mathrm{nm^{-1}}$. Numerical integration of $S$ over angle gives $\langle S\rangle_{\rm el}=0.0331$, so

$$\Lambda_{\rm el}=\frac1{4.4\times0.03142\times(0.0331+0.0400)}\ \mathrm{nm}=99\ \mathrm{nm}.$$

The gain is 14. With identical amplitudes, $d=0$, the path would be 219 nm and the gain 30. A 20% spread in amplitude thus removes more than half of the possible gain, because $d^2$ is as large as $S(0)$.

The same integral can be evaluated at other energies with $a$ and $d$ held fixed. From about 300 meV upward the wavelength is four molecular diameters or less, so even a short-range potential could give an amplitude that depends on angle and energy. At lower energies the polarization tail, discussed below, can do the same. All rows therefore show the effect of structure at a fixed amplitude, and none predicts a real path length:

| $E$ (meV) | $k$ (nm⁻¹) | $\langle S\rangle_{\rm el}$ | $\Lambda_{\rm el}$ (nm) | gain |
|---:|---:|---:|---:|---:|
| 10 | 0.51 | 0.032 | 101 | 14.5 |
| 38 | 1.00 | 0.033 | 99 | 14.2 |
| 100 | 1.62 | 0.036 | 95 | 13.7 |
| 300 | 2.81 | 0.048 | 82 | 11.8 |
| 1000 | 5.12 | 0.235 | 26 | 3.8 |
| 3000 | 8.87 | 0.834 | 8.3 | 1.2 |

The plateau at low energy follows from $S\simeq S(0)+S_2q^2$. Since $q^2=2k^2(1-u)$,

$$\langle S\rangle_{\rm el}\simeq S(0)+S_2k^2\int_{-1}^{1}(1-u)\,du=S(0)+2S_2k^2 .$$

Here $S_2=0.00076\ \mathrm{nm^2}$, from a small-$q$ difference of $S$. At 38 meV the formula gives $0.0315+0.0015=0.0330$, close to the full integral.

At 1 eV the largest $q$ is $2k=10.2\ \mathrm{nm^{-1}}$, close to $2\pi/\sigma=11.0\ \mathrm{nm^{-1}}$, where the packing of neighbours matters. A Monte Carlo simulation of these hard spheres, in 32 periodic boxes of 108, gives $S=1.66$ at $q=11.2\ \mathrm{nm^{-1}}$; the Percus–Yevick formula gives 1.95 there. The simulated value comes from a single wavevector in a small box and is not converged: averaging over all directions in boxes of 125 spheres gives about 1.9 at this $q$, within a few per cent of the formula. Large-angle waves there reinforce one another. The 3 eV electron reaches this region, and its gain is nearly gone.

The simulation also shows the quality of the Percus–Yevick result at long waves. At $q=2.16$ and $3.06\ \mathrm{nm^{-1}}$ it gives $S=0.036$ and $0.043$, against $0.035$ and $0.040$ from the formula. Percus–Yevick is low by roughly 5 to 10% at long waves. Scaling $S$ to the more accurate Carnahan–Starling value $S(0)=0.034$ moves the 99 nm path to about 95 nm and the 219 nm path to about 200 nm. The conclusion stands, but the last digit of the lengths does not.

## A wave calculation in one dimension

The argument so far used single scattering. In one dimension the wave equation can be solved through thousands of scatterers with all repeated reflections kept.

Place weak potentials $G\,\delta(x-x_j)$ on hard rods of length $b$. The gaps between rods are exponentially distributed with mean $1/n-b$, where $n$ is now a number per length. For the distance between neighbours, the average phase factor is

$$\phi=\langle e^{iq(x_{j+1}-x_j)}\rangle=\frac{e^{iqb}}{1-iq(1/n-b)} .$$

Gaps are independent, so the $p$th neighbour contributes $\phi^p$. Summing neighbours on both sides,

$$S(q)=1+2\,\mathrm{Re}\sum_{p=1}^{\infty}\phi^p=\frac{1-|\phi|^2}{|1-\phi|^2}.$$

Backscattering changes the wavenumber by $2k$. The predicted loss per scatterer, relative to an isolated one, is therefore $S(2k)$.

One potential reflects with probability $\beta^2/(1+\beta^2)$, where $\beta=mG/(\hbar^2k)$. The example has $nb=0.8$, $kb=0.5$ and $\beta=0.01$. The mean potential $nG$ changes the wavenumber to $k_{\rm in}$, with $k_{\rm in}^2=k^2-2nk\beta$. Both $S$ and the single reflection, $(\beta k/k_{\rm in})^2$, are evaluated with $k_{\rm in}$.

Transfer matrices were multiplied through 4000 scatterers and $-\ln(\text{transmission})$ was averaged over 4000 arrangements. The loss relative to isolated scatterers is 0.045 for rods, against $S(2k_{\rm in})=0.044$. For random positions at the same density it is 1.02. The total loss is 0.42 for random positions but only 0.02 for rods, so repeated reflections are weak in the rod case; a chain of 30000 rods with $\beta=0.04$, with total loss 2.5, again gives 0.045 against 0.044. In long chains this averaged logarithm measures the one-dimensional localization decay, which at weak scattering follows the backscattering rate. The potentials are the same in both cases; the arrangement alone makes the wave loss about twenty times smaller.

## From path to mobility

Mobility depends on how fast the direction of motion is lost. After each collision a fraction $\langle u\rangle$ of the forward direction survives on average, so the total persistent displacement is

$$\Lambda_m=\Lambda_{\rm el}(1+\langle u\rangle+\langle u\rangle^2+\cdots)=\frac{\Lambda_{\rm el}}{1-\langle u\rangle}.$$

The average of $u$ is weighted by $S+d^2$. Substitution gives

$$\frac1{\Lambda_m}=4\pi na^2\left[\frac12\int_{-1}^{1}S(1-u)\,du+d^2\right].$$

At 38 meV scattering is nearly isotropic and $\Lambda_m=98$ nm. At 1 eV, if the molecular amplitude is still taken as isotropic, large angles are favoured, and $\Lambda_m=18$ nm is shorter than $\Lambda_{\rm el}=26$ nm.

The diffusion coefficient is the time integral of $\langle v_x(t)v_x(0)\rangle$, which is $v\Lambda_m/3$ at speed $v$. In equilibrium, drift in a field cancels diffusion down the Boltzmann density profile, so the mobility is $eD/(k_BT)$:

$$\mu_e=\frac{e\langle v\Lambda_m\rangle}{3k_BT}.$$

Averaging numerically over the Maxwell distribution gives $97\ \mathrm{cm^2/(V\,s)}$ for independent molecules and about $1360\ \mathrm{cm^2/(V\,s)}$ with structure. These are values for free electrons. If electrons spend part of their time immobile in traps, the long-time mobility is multiplied by the free fraction.

## What limits the result

**Single scattering** needs $k\Lambda\gg1$. At 38 meV this product is 7 for independent molecules and 99 in the structured liquid.

**Frozen molecules** require small energy transfer. A sound wave of speed $c_s$ and wavenumber at most $2k$ carries energy $2\hbar c_sk$, which is $4c_s/v$ of the electron's energy. With $M$ the molecular mass (88.2 g/mol), $c_s^2=1/(nM\kappa_T)=k_BT/[MS(0)]$, giving $c_s=0.94$ km/s. This is the isothermal value; the adiabatic speed is larger by $\sqrt{c_p/c_v}$, which gives 1.0 to 1.5 km/s in this model, depending on the internal heat capacity. The electron speed is 116 km/s, so the largest fraction is about 0.03 to 0.05. Molecular vibrations are separate loss channels, absent here.

**The local field** changes the amplitude itself. Neighbours are missing close to each molecule, so the exciting wave differs from the mean wave. For long waves, a self-consistent estimate is

$$\psi_{\rm exc}=\frac{\psi_{\rm mean}}{1-fC},\qquad C=n\int\frac{h(r)}r\,d^3r=\frac2\pi\int_0^\infty(S-1)\,dq .$$

The last form uses the transform $4\pi/q^2$ of $1/r$. Here $f=-a>0$ and $C<0$. If $a$ were the bare amplitude, numerical integration gives a factor 0.82 on the exciting wave. This alone would lengthen the path by a factor of 1.5; the neighbours' matching effect on the outgoing wave is not included.

**Polarization** is the more serious limit on absolute lengths. A free molecule of polarizability volume $\alpha$ has the tail $-e^2\alpha/(8\pi\epsilon_0r^4)$. Its contribution at $q=0$ is already part of $a$. In the Born approximation the tail changes $f$, relative to that value, by

$$\frac{\alpha}{a_0}\int_0^\infty\left(\frac{\sin qr}{qr}-1\right)\frac{dr}{r^2}=-\frac{\pi\alpha q}{4a_0},$$

with $a_0$ the Bohr radius. The angular mean of $q$ is $4k/3$, so the mean size is $\pi\alpha k/(3a_0)$. A refractive index of 1.36 gives $\alpha=0.0120\ \mathrm{nm^3}$ through the Lorentz–Lorenz relation, and the term is 0.24 nm at 38 meV, about five times $|a|$. In a liquid these tails overlap, so the free-molecule amplitude cannot simply be carried over. The value of $a$ used here is an effective in-liquid parameter. A real liquid whose effective amplitude exceeds the free one could lose part or all of the gain.

**Strong fields** heat the electrons. Field heating per momentum-loss time is of order $mv_d^2$, with $v_d$ the drift speed, while cooling by sound waves is of order $mc_s^2$. The two meet when $v_d\sim c_s$, at about $7\times10^{-5}$ MV/cm, or 70 V/cm, in this example.

## Real liquids and resist films

Electron mobility in tetramethylsilane is roughly $100\ \mathrm{cm^2/(V\,s)}$, far below the model's 1360. The closeness of the independent-molecule value, 97, is no support for that picture, because $a$ was a round choice. Since $\mu_e\propto a^{-2}$ at fixed $d$, the structured model would reach 100 with $|a|$ about 3.7 times larger. Independent scattering would then give $k\Lambda_{\rm ind}\approx0.5$, outside its own range of validity. The structured estimate is also rough there: if this larger $a$ were the bare amplitude, the local-field factor above would be 0.54, no longer a small correction. A larger amplitude spread or neglected losses could also lower the mobility, so one mobility value cannot separate these causes.

A lithographic resist departs further from the model. It is a glassy mixture, so frozen density fluctuations need not obey $S(0)=nk_BT\kappa_T$, and its different chemical groups scatter differently. If the independent amplitude spread were as large as the mean, $d=1$, the gain at 38 meV would be $2/1.033=1.9$ instead of 14. Polar groups add energy loss and traps.

For a simulation, the structure factor belongs in the elastic rate when scattering is weak and the amplitude refers to the liquid. It matters most when $2k$ lies well below the main structure peak. The incoherent part must then be kept separately, since it sets the longest path that structure can allow.
